**Optimum-fluctuation test of the three-dimensional white-noise band tail**

The program tests ln ρ(−E) ≃ −C a^(3/2) E^(1/2)/γ, where E is the binding energy below the shifted band edge, a = ħ²/2m, and γ is the white-noise strength. The coefficient C is half the space integral of f⁴ for the nodeless solution of −∇²f + f − f³ = 0. Shooting gives C = 37.79, and the program asserts that an independent descent over potentials on a radial grid agrees within 0.2%, with a cost that never rises and an energy exponent of 0.5. It also asserts that the best square well and the best Gaussian state cost more, and that for noise of finite range the local exponent equals 2E/(E+T), with T the kinetic energy. In one dimension the method's coefficient 8/3 is compared with the exact density of states, which is itself compared with level counts in random chains. The second-order edge shift is compared with diagonalized random lattices. For silicon with 10²⁰ donors per cm³ the output gives E₀ = 0.25 meV and an ideal cost of about 4 where the optimum well becomes as deep as the Fermi energy.

## Numerical verification

```python
"""
Result under test: for H = -a*Laplacian + V in three dimensions, with
a = hbar^2/(2m) and Gaussian white noise <V(r)V(r')> = gamma*delta(r-r'),
the density of states at binding energy E below the shifted band edge is
    ln rho = -C * a^(3/2) * sqrt(E) / gamma      (leading exponential),
C = (1/2) * integral of f^4 over space, where -Lap f + f - f^3 = 0.
Noise of finite range s has the spectrum gamma/(1 + k^2 s^2)^2.
Scaled calculations use a = gamma = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, solveh_banded
from scipy.optimize import minimize, minimize_scalar
from scipy.special import logsumexp

rng = np.random.default_rng(12345)


# ---------- the cubic equation by shooting ----------
def soliton_rhs(r, y):
    f, g = y[0], y[1]
    shell = 4 * np.pi * r * r
    return [g, f - f**3 - 2 * g / r, shell * f**2, shell * g**2, shell * f**4]


def crosses_zero(r, y):
    return y[0]


def turns_up(r, y):
    return y[1]


crosses_zero.terminal = True
turns_up.terminal = True
turns_up.direction = 1


def shoot(f_centre, r_end, events=None):
    r0 = 1e-4
    c = (f_centre - f_centre**3) / 3
    start = [f_centre + c * r0**2 / 2, c * r0, 0.0, 0.0, 0.0]
    return solve_ivp(soliton_rhs, (r0, r_end), start, method="DOP853",
                     rtol=1e-11, atol=1e-13, events=events)


low, high = 3.0, 6.0
for _ in range(50):
    mid = 0.5 * (low + high)
    trial = shoot(mid, 30.0, [crosses_zero, turns_up])
    if trial.t_events[0].size:
        high = mid
    else:
        low = mid
f_centre = 0.5 * (low + high)
norm2, grad2, norm4 = shoot(f_centre, 10.0).y[2:, -1]
C = norm4 / 2
assert abs(grad2 / norm2 - 3) < 1e-4
assert abs(norm4 / norm2 - 4) < 1e-4


# ---------- cheapest potential by direct descent on a radial grid ----------
h = 0.01
r = h * np.arange(1, 2001)


def tridiagonal(diagonal, off):
    band = np.zeros((2, r.size))
    band[0, 1:] = off
    band[1] = diagonal
    return band


def optimum(E, s=0.0, outer=40, inner=30):
    """Return history of costs, kinetic energy and well depth profile."""
    kinetic = tridiagonal(2 / h**2 + E, -1 / h**2)
    smooth = tridiagonal(1 + 2 * s**2 / h**2, -s**2 / h**2)
    u = r * np.exp(-r)
    history = []
    for _ in range(outer):
        density = (u / r)**2 / (4 * np.pi * h * np.sum(u**2))
        w = r * density
        if s > 0:
            w = solveh_banded(smooth, solveh_banded(smooth, w))
        w = w / r
        for _ in range(inner):
            v = solveh_banded(kinetic, w * u)
            strength = np.sum(u * w * u) / np.sum(u * w * v)
            u = v / np.sqrt(h * np.sum(v**2))
        overlap = 4 * np.pi * h * np.sum(r**2 * density * w)
        history.append(0.5 * strength**2 * overlap)
    slope = np.diff(np.concatenate(([0.0], u, [0.0]))) / h
    T = np.sum(slope**2) / np.sum(u**2)
    return np.array(history), T, strength * w


history, T_white, well = optimum(1.0)
C_grid = history[-1]
assert np.all(np.diff(history) < 1e-8 * C_grid)      # cost never rises
assert history[0] > 1.01 * C_grid
assert abs(C_grid / C - 1) < 2e-3                    # grid error of order h^2
assert abs(T_white - 3) < 0.01
cost_half, cost_two = optimum(0.5)[0][-1], optimum(2.0)[0][-1]
white_exponent = np.log(cost_two / cost_half) / np.log(4)
assert abs(white_exponent - 0.5) < 2e-3
assert C > 8                                        # elementary lower bound


# ---------- other wells with the same level must cost more ----------
def square_well_cost(k):
    radius = (np.pi - np.arctan(k)) / k              # k*cot(k*R) = -1
    return 0.5 * (1 + k * k)**2 * 4 * np.pi * radius**3 / 3


C_square = minimize_scalar(square_well_cost, bounds=(0.3, 20),
                           method="bounded").fun


def gaussian_cost(log_widths, a_axes):
    widths = np.exp(log_widths)
    T = np.sum(np.array(a_axes) / (2 * widths**2))
    Q = 1 / np.prod(np.sqrt(2 * np.pi) * widths)
    return (1 + T)**2 / (2 * Q)


def best_gaussian(a_axes):
    return minimize(gaussian_cost, [0.1, -0.2, 0.3], args=(a_axes,),
                    method="Nelder-Mead",
                    options={"xatol": 1e-8, "fatol": 1e-9,
                             "maxiter": 4000, "maxfev": 4000}).fun


C_gauss = best_gaussian([1, 1, 1])
assert C_square > C and C_gauss > C
m_t, m_l = 0.19, 0.92                                # rough silicon masses
m_d = (m_t**2 * m_l)**(1 / 3)
gauss_aniso = best_gaussian([1 / m_t, 1 / m_t, 1 / m_l])
gauss_iso = best_gaussian([1 / m_d] * 3)
assert abs(gauss_aniso / gauss_iso - 1) < 1e-5

# ---------- finite noise range: local exponent of the cost ----------
ranges = [0.3, 1.0, 3.0]
local_exponents = []
for s in ranges:
    up, down = optimum(1.03, s)[0][-1], optimum(0.97, s)[0][-1]
    exponent = np.log(up / down) / np.log(1.03 / 0.97)
    T = optimum(1.0, s)[1]
    assert abs(exponent - 2 / (1 + T)) < 3e-3
    local_exponents.append(exponent)
assert 0.5 < local_exponents[0] < local_exponents[1] < local_exponents[2] < 2


# ---------- the method in one dimension against the exact density ----------
def log_states_1d(E):
    """Exact log of states per length below -E: inverse mean node distance."""
    t = np.linspace(0, np.sqrt(4 * np.sqrt(E) + 8), 20001)
    u = t * t
    terms = -2 * (u**3 / 12 - E * u)
    return -(logsumexp(terms) + np.log(2 * np.sqrt(2 * np.pi) * (t[1] - t[0])))


C_1d = 0.5 * quad(lambda x: 4 / np.cosh(x)**4, -20, 20)[0]
slope_1d = -(log_states_1d(21) - log_states_1d(19)) / (21**1.5 - 19**1.5)
assert abs(slope_1d / C_1d - 1) < 5e-3

step, chains, sites, skip = 0.05, 4000, 4000, 400
levels = np.array([[1.0], [1.5]])
pivot = np.ones((2, chains))
counts = np.zeros(2)
for j in range(sites):
    noise = rng.standard_normal(chains) / np.sqrt(step)
    pivot = 2 + step**2 * (levels + noise) - 1 / pivot
    if j >= skip:
        counts += np.sum(pivot < 0, axis=1)
sampled_1d = counts / (chains * (sites - skip) * step)
exact_1d = np.exp([log_states_1d(1.0), log_states_1d(1.5)])
assert abs(sampled_1d[0] / exact_1d[0] - 1) < 0.05   # sampling error about 1%
assert abs(sampled_1d[1] / exact_1d[1] - 1) < 0.12   # sampling error about 2-3%

# ---------- fine noise lowers the band edge: random 3D lattices ----------
L, spread, samples = 8, 0.4, 40
ring = 2 * np.eye(L) - np.roll(np.eye(L), 1, 0) - np.roll(np.eye(L), -1, 0)
one = np.eye(L)
lattice = (np.kron(np.kron(ring, one), one) + np.kron(np.kron(one, ring), one)
           + np.kron(np.kron(one, one), ring))
shifts = []
for _ in range(samples):
    V = spread * rng.standard_normal(L**3)
    ground = eigh(lattice + np.diag(V), eigvals_only=True,
                  subset_by_index=[0, 0])[0]
    shifts.append(ground - V.mean())
e1 = 2 - 2 * np.cos(2 * np.pi * np.arange(L) / L)
bands = (e1[:, None, None] + e1[None, :, None] + e1[None, None, :]).ravel()
lattice_theory = -spread**2 / L**3 * np.sum(1 / bands[1:])
lattice_shift = np.mean(shifts)
assert abs(lattice_shift / lattice_theory - 1) < 0.08

# ---------- example: heavily n-doped silicon, energies eV, lengths nm ----------
a = const.hbar**2 / (2 * m_d * const.m_e) / const.e * 1e18
permittivity = 11.7 * const.epsilon_0 / const.e * 1e-9   # e^2/(eV nm)
valleys = 6


def doped(n):
    """Fermi energy, donor volume integral, screening length, gamma."""
    fermi = a * (3 * np.pi**2 * n / valleys)**(2 / 3)
    v0 = 2 * fermi / (3 * n)
    return fermi, v0, np.sqrt(permittivity * v0), n * v0**2


def white_cost(E, gamma):
    return C * a**1.5 * np.sqrt(E) / gamma


n = 0.1                                              # 1e20 per cm^3
fermi, v0, screening, gamma = doped(n)
E0 = (gamma / (C * a**1.5))**2
edge_shift = -gamma / (8 * np.pi * a * screening)
edge_integral = -gamma / (2 * np.pi**2 * a) * quad(
    lambda k: 1 / (1 + (k * screening)**2)**2, 0, np.inf)[0]
assert abs(edge_shift / edge_integral - 1) < 1e-7
repeat_scattering = v0 / (8 * np.pi * a * screening)
half_radius = np.interp(-0.5 * f_centre**2, -well, r)


def poisson_cost(E):
    x = E * well / (n * v0)
    integrand = r**2 * ((1 + x) * np.log1p(x) - x)
    return n * (a / E)**1.5 * 4 * np.pi * h * np.sum(integrand)


assert abs(poisson_cost(1e-6) / white_cost(1e-6, gamma) - 1) < 5e-3
E_limit = fermi / f_centre**2                        # well depth = Fermi energy
folds = white_cost(E_limit, gamma)
other = doped(10 * n)
assert abs(white_cost(other[0] / f_centre**2, other[3]) / folds - 1) < 1e-9

print(f"f at centre: {f_centre:.5f}; f^2 at centre: {f_centre**2:.3f}")
print(f"integral f^2: {norm2:.4f}; integral f^4: {norm4:.4f}")
print(f"ratios grad2/norm2, norm4/norm2: {grad2/norm2:.5f}, {norm4/norm2:.5f}")
print(f"C from shooting: {C:.4f}; C from descent: {C_grid:.4f}")
print(f"C/2^(3/2), for hbar = m = 1: {C/2**1.5:.4f}")
print(f"descent, first three costs: {history[0]:.3f}, "
      f"{history[1]:.3f}, {history[2]:.3f}")
print(f"kinetic energy / E in optimum well: {T_white:.4f}")
print(f"exponent from costs at E = 0.5 and 2: {white_exponent:.4f}")
print(f"best square well C: {C_square:.3f}; best Gaussian state C: {C_gauss:.3f}")
print(f"Gaussian cost, anisotropic/isotropic mass: {gauss_aniso/gauss_iso:.6f}")
for s, exponent in zip(ranges, local_exponents):
    print(f"local exponent at kappa*range = {s:.1f}: {exponent:.3f}")
print(f"1D coefficient: optimum {C_1d:.4f}, exact slope near E=20 {slope_1d:.4f}")
for i in range(2):
    print(f"1D states per length below -{levels[i, 0]:.1f}: "
          f"sampled {sampled_1d[i]:.5f}, exact {exact_1d[i]:.5f}")
print(f"lattice edge shift (hopping units): sampled {lattice_shift:.5f}, "
      f"second order {lattice_theory:.5f}")
print("Silicon inputs: m_t 0.19, m_l 0.92 (m_e), permittivity 11.7, 6 valleys")
print(f"donor density: {n*1e21:.1e} cm^-3; mass m_d: {m_d:.4f} m_e")
print(f"a = hbar^2/2m_d: {a:.5f} eV nm^2; Fermi energy: {fermi*1e3:.2f} meV")
print(f"donor integral v0: {v0:.4f} eV nm^3; screening length: {screening:.4f} nm")
print(f"gamma: {gamma:.5f} eV^2 nm^3; E0: {E0*1e3:.4f} meV")
print(f"upper energy scale a/screening^2: {a/screening**2*1e3:.1f} meV")
print(f"second-order edge shift: {edge_shift*1e3:.2f} meV")
print(f"second/first Born term of one donor: {repeat_scattering:.3f}")
print(f"half-depth radius times kappa: {half_radius:.4f}")
for E in [0.001, 0.002, 0.004]:
    kappa = np.sqrt(E / a)
    white = white_cost(E, gamma)
    costs = [optimum(1.0, kappa * screening * factor)[0][-1] / C_grid * white
             for factor in (np.sqrt(m_t / m_d), 1.0, np.sqrt(m_l / m_d))]
    assert white < costs[0] < costs[1] < costs[2]
    print(f"E = {E*1e3:.0f} meV: 1/kappa {1/kappa:.2f} nm, half radius "
          f"{half_radius/kappa:.2f} nm, depth {f_centre**2*E*1e3:.1f} meV")
    print(f"  kappa*screening {kappa*screening:.4f}; white cost {white:.3f}, "
          f"exp(-cost) {np.exp(-white):.4f}")
    print(f"  cost with finite range {costs[1]:.3f}, mass-anisotropy bounds "
          f"{costs[0]:.3f} to {costs[2]:.3f}")
    print(f"  Poisson cost of same well {poisson_cost(E):.3f}; peak excess "
          f"donors/mean {f_centre**2*E/(n*v0):.3f}")
print(f"E where depth equals Fermi energy: {E_limit*1e3:.3f} meV; "
      f"white cost there: {folds:.3f}")
for temperature in (20, 300):
    kT = const.k * temperature / const.e
    print(f"kT at {temperature} K: {kT*1e3:.2f} meV; Fermi energy/kT: {fermi/kT:.2f}")
print("PASS")
```

Output:

```
f at centre: 4.33739; f^2 at centre: 18.813
integral f^2: 18.8973; integral f^4: 75.5890
ratios grad2/norm2, norm4/norm2: 3.00000, 4.00000
C from shooting: 37.7945; C from descent: 37.7901
C/2^(3/2), for hbar = m = 1: 13.3624
descent, first three costs: 42.323, 38.983, 38.230
kinetic energy / E in optimum well: 3.0009
exponent from costs at E = 0.5 and 2: 0.4999
best square well C: 52.202; best Gaussian state C: 44.547
Gaussian cost, anisotropic/isotropic mass: 1.000000
local exponent at kappa*range = 0.3: 0.840
local exponent at kappa*range = 1.0: 1.211
local exponent at kappa*range = 3.0: 1.527
1D coefficient: optimum 2.6667, exact slope near E=20 2.6629
1D states per length below -1.0: sampled 0.01926, exact 0.01902
1D states per length below -1.5: sampled 0.00286, exact 0.00269
lattice edge shift (hopping units): sampled -0.03598, second order -0.03594
Silicon inputs: m_t 0.19, m_l 0.92 (m_e), permittivity 11.7, 6 valleys
donor density: 1.0e+20 cm^-3; mass m_d: 0.3214 m_e
a = hbar^2/2m_d: 0.11853 eV nm^2; Fermi energy: 74.02 meV
donor integral v0: 0.4935 eV nm^3; screening length: 0.5649 nm
gamma: 0.02435 eV^2 nm^3; E0: 0.2493 meV
upper energy scale a/screening^2: 371.5 meV
second-order edge shift: -14.47 meV
second/first Born term of one donor: 0.293
half-depth radius times kappa: 0.3686
E = 1 meV: 1/kappa 10.89 nm, half radius 4.01 nm, depth 18.8 meV
  kappa*screening 0.0519; white cost 2.003, exp(-cost) 0.1349
  cost with finite range 2.102, mass-anisotropy bounds 2.064 to 2.251
  Poisson cost of same well 1.896; peak excess donors/mean 0.381
E = 2 meV: 1/kappa 7.70 nm, half radius 2.84 nm, depth 37.6 meV
  kappa*screening 0.0734; white cost 2.833, exp(-cost) 0.0589
  cost with finite range 3.091, mass-anisotropy bounds 2.995 to 3.453
  Poisson cost of same well 2.557; peak excess donors/mean 0.763
E = 4 meV: 1/kappa 5.44 nm, half radius 2.01 nm, depth 75.3 meV
  kappa*screening 0.1038; white cost 4.006, exp(-cost) 0.0182
  cost with finite range 4.662, mass-anisotropy bounds 4.428 to 5.513
  Poisson cost of same well 3.335; peak excess donors/mean 1.525
E where depth equals Fermi energy: 3.934 meV; white cost there: 3.973
kT at 20 K: 1.72 meV; Fermi energy/kT: 42.95
kT at 300 K: 25.85 meV; Fermi energy/kT: 2.86
PASS
```
